# Superfluid stiffness and penetration depth of an s-wave electron–phonon superconductor: test program

```python
# Result under test (hbar = k_B = 1, Einstein phonon energy Omega = 1 unless stated):
#   superfluid stiffness D = 2 e^2 N0 <v_x^2> S,  n_s/n = S,
#   S = pi T sum_n Delta_n^2 / (Z_n (w_n^2 + Delta_n^2)^(3/2)),  w_n = (2n+1) pi T,
# for isotropic coupling lam(nu) = lam/(1+nu^2);  S(T=0) ~ 1/(1+lam).
# With an l=1 coupling lam1 = beta*lam:  S ~ 1/(1+lam-lam1), and S = 1 for beta = 1.
# Isotropic impurities: Delta fixed, Z -> Z + gamma/sqrt(w^2+Delta^2), gamma = 1/(2 tau).
# Symbols: wt = Z w, phi = Z Delta, chi = band shift, mus = Coulomb mu* at cutoff wc,
# q = pair momentum per electron (-eA), s = q v_F, W = sum of weights (S with Z -> 1).
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy import constants as C
pi = np.pi

def lam_nu(nu, lam):
    return lam / (1.0 + nu**2)

def kernels(lam, T, wc):
    N = int(np.ceil(wc / (2 * pi * T) - 0.5))
    n = np.arange(N)
    w = (2 * n + 1) * pi * T
    Kd = lam_nu(w[:, None] - w[None, :], lam)
    Ks = lam_nu(w[:, None] + w[None, :], lam)
    base = w + pi * T * (2 * np.cumsum(lam_nu(2 * pi * T * n, lam)) - lam)  # normal wt
    return w, Kd + Ks, Kd - Ks, base

def wide(lam, mus, T, wc, tail=True):
    """Wide-band isotropic Eliashberg equations on positive frequencies."""
    w, Kp, Km, base = kernels(lam, T, wc)
    D = 0.3 / (1 + w**2)
    for _ in range(50000):
        R = np.sqrt(w**2 + D**2)
        wt = base + pi * T * Km @ (w / R - 1) if tail else w + pi * T * Km @ (w / R)
        phi = pi * T * (Kp @ (D / R) - 2 * mus * np.sum(D / R))
        new = phi * w / wt
        err = np.max(np.abs(new - D))
        D = new
        if err < 1e-12:
            break
    assert err < 1e-12
    return dict(lam=lam, mus=mus, T=T, w=w, D=D, Z=wt / w, Kp=Kp, Km=Km, base=base)

def terms(sol, gamma=0.0):
    R = np.sqrt(sol['w']**2 + sol['D']**2)
    return 2 * pi * sol['T'] * sol['D']**2 / ((sol['Z'] + gamma / R) * R**3)

def weight(sol):
    return np.sum(terms(sol) * sol['Z'])

def S_vertex(sol, beta):
    """Linear equations for the current vertex (Gamma even, Psi odd in frequency)."""
    T, wt, ph = sol['T'], sol['Z'] * sol['w'], sol['Z'] * sol['D']
    E3 = (wt**2 + ph**2)**1.5
    h11, h12, h22 = ph**2 / E3, -wt * ph / E3, wt**2 / E3
    A, B, N = pi * T * beta * sol['Kp'], pi * T * beta * sol['Km'], len(wt)
    M = np.eye(2 * N) - np.block([[A * h11, A * h12], [B * h12, B * h22]])
    x = np.linalg.solve(M, np.r_[np.ones(N), np.zeros(N)])
    return 2 * pi * T * np.sum(h11 * x[:N] + h12 * x[N:])

def doppler(sol, beta, gamma):
    """Nonlinear Eliashberg equations on a sphere at finite Doppler shift s."""
    T, s = sol['T'], 1e-3 * sol['D'][0]
    odd = lambda a: np.r_[-a[::-1], a]
    w, base = odd(sol['w']), odd(sol['base'])
    K = (pi * T * lam_nu(w[:, None] - w[None, :], sol['lam'])).astype(complex)
    c, gw = np.polynomial.legendre.leggauss(6)
    gw = gw / 2
    wt = odd(sol['Z'] * sol['w'])[:, None] + 1j * s * c
    p0 = sol['Z'] * sol['D']
    ph = np.r_[p0[::-1], p0][:, None] + 0j * c
    for _ in range(5000):
        E = np.sqrt(wt**2 + ph**2)
        g, f = wt / E, ph / E
        g0, g1, f0, f1 = g @ gw, g @ (gw * c), f @ gw, f @ (gw * c)
        y = K @ np.stack([g0 - np.sign(w), g1, f0, f1], axis=1)
        wn = (base + y[:, 0] + gamma * g0)[:, None] + (1j * s + 3 * beta * y[:, 1:2]) * c
        pn = (y[:, 2] - sol['mus'] * pi * T * f0.sum() + gamma * f0)[:, None] \
            + 3 * beta * y[:, 3:4] * c
        err = max(np.max(np.abs(wn - wt)), np.max(np.abs(pn - ph)))
        wt, ph = wn, pn
        if err < 1e-11:
            break
    assert err < 1e-11
    gap = (w * (ph @ gw) / (wt @ gw)).real[len(w) // 2:]
    return pi * T * 3 * np.sum(g1.imag) / s, gap

def ring(t, mu, lam, beta, T, wc, Nk, q):
    """Ring eps=-2t cos k, coupling 1+beta cos(k-k'), self-consistent 2x2 self-energy."""
    wp = kernels(lam, T, wc)[0]
    w = np.r_[-wp[::-1], wp]
    k = 2 * pi * (np.arange(Nk) + 0.5) / Nk
    N0 = 1 / (pi * np.sqrt(4 * t * t - mu * mu))
    K = (T / N0 * lam_nu(w[:, None] - w[None, :], lam)).astype(complex)
    basis = np.stack([np.ones(Nk), np.cos(k), np.sin(k)]).astype(complex)
    wgt = np.array([1.0, beta, beta])
    xp, xm = -2 * t * np.cos(k + q) - mu, -2 * t * np.cos(k - q) - mu
    m = np.zeros((3, len(w), 3), complex)
    m[2, :, 0] = 0.5 / (1 + w**2)
    for _ in range(1000):
        a = 1j * w[:, None] - xp - m[0] @ basis
        d = 1j * w[:, None] + xm - m[1] @ basis
        o = m[2] @ basis
        inv = 1 / (a * d - o * o)
        G11, G22, G12 = d * inv, a * inv, o * inv
        new = np.array([sg * (K @ (G @ basis.T)) * wgt / Nk
                        for sg, G in ((1, G11), (1, G22), (-1, G12))])
        err = np.max(np.abs(new - m))
        m = new
        if err < 1e-10:
            break
    assert err < 1e-10
    j = T * np.sum(G11 * 2 * t * np.sin(k + q) + G22 * 2 * t * np.sin(k - q)).real / Nk
    return j, w, k, m, (G11, G22, G12)

# symbolic trace identity and energy integral
x, a_, p_ = sp.symbols('x a p', positive=True)
t1, t3 = sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[1, 0], [0, -1]])
Gs = (sp.I * a_ * sp.eye(2) - x * t3 - p_ * t1).inv()
tr = (Gs * Gs - t3 * Gs * t3 * Gs).trace()
assert sp.simplify(tr - 4 * p_**2 / (a_**2 + x**2 + p_**2)**2) == 0
assert sp.simplify(2 * sp.integrate(1 / (x**2 + a_**2)**2, (x, 0, sp.oo)) - sp.pi / (2 * a_**3)) == 0

# BCS limit against the Yosida quadrature
Tb = 0.4
wb = (2 * np.arange(200000) + 1) * pi * Tb
S_bcs = 2 * pi * Tb * np.sum((wb**2 + 1)**-1.5)
Y = 2 * quad(lambda e: 1 / (4 * Tb * np.cosh(np.hypot(e, 1) / (2 * Tb))**2), 0, 60)[0]
assert abs(S_bcs - (1 - Y)) < 1e-8
print(f"BCS T/Delta={Tb}: Matsubara sum {S_bcs:.6f}, 1-Yosida {1 - Y:.6f}")

# ring off half filling: current from its definition against the 4 phi^2 formula
Tl, wcl, t, mu = 0.03, 10.0, 4.0, -2.0
_, w, k, m, (G11, G22, G12) = ring(t, mu, 1.0, 0.0, Tl, wcl, 512, 0.0)
v = 2 * t * np.sin(k)
dia = np.mean(2 * t * np.cos(k) * (G11 - G22), axis=1)
byparts = -np.mean(v**2 * (G11**2 + G22**2 - 2 * G12**2), axis=1)
assert np.max(np.abs(dia - byparts)) < 1e-8 and np.max(np.abs(dia)) > 1e-2
wt = (w + 0.5j * (m[0, :, 0] + m[1, :, 0])).real[:, None]
chi = (0.5 * (m[0, :, 0] - m[1, :, 0])).real[:, None]
ph = m[2, :, 0].real[:, None]
den = wt**2 + (-2 * t * np.cos(k) - mu + chi)**2 + ph**2
D_formula = Tl * np.sum(np.mean(4 * v**2 * ph**2 / den**2, axis=1))
q = 5e-4 / (2 * t)
D_current = ring(t, mu, 1.0, 0.0, Tl, wcl, 512, q)[0] / q
assert np.max(np.abs(chi)) > 1e-3 and abs(D_current / D_formula - 1) < 1e-4
print(f"ring: lam=1, T={Tl} Omega, cutoff={wcl:.0f} Omega")
print(f"ring t={t:.0f}, mu={mu:.0f} Omega: max|chi|={np.max(np.abs(chi)):.4f} Omega")
print(f"  j/q={D_current:.5f} Omega, band formula={D_formula:.5f} Omega")

# half-filled ring approaching the wide-band limit, 2 N0 v^2 = 4t/pi
ref = wide(1.0, 0.0, Tl, wcl, tail=False)
Sr = {}
for beta in (0.0, 0.5):
    for t, Nk in ((10.0, 1024), (20.0, 2048)):
        q = 5e-4 / (2 * t)
        Sr[beta, t] = ring(t, 0.0, 1.0, beta, Tl, wcl, Nk, q)[0] / q / (4 * t / pi)
S0, S5 = np.sum(terms(ref)), S_vertex(ref, 0.5)
e10, e20 = abs(Sr[0.0, 10.0] / S0 - 1), abs(Sr[0.0, 20.0] / S0 - 1)
assert e20 < 1e-2 and e20 < e10 / 2.5            # finite-band error is O((Omega/t)^2)
ext = 2 * Sr[0.5, 20.0] - Sr[0.5, 10.0]          # removes the O(Omega/t) band shift
assert abs(ext / S5 - 1) < 1.5e-2 and S5 / S0 > 1.2
print(f"ring beta=0: S(t=10)={Sr[0.0, 10.0]:.4f}, S(t=20)={Sr[0.0, 20.0]:.4f}, wide {S0:.4f}")
print(f"ring beta=0.5: S(t=10)={Sr[0.5, 10.0]:.4f}, S(t=20)={Sr[0.5, 20.0]:.4f}")
print(f"  extrapolated {ext:.4f}, vertex equations {S5:.4f}")

# low-temperature limit for several couplings, mu*=0, cutoff 15 Omega
print("lam  r=Delta/Omega  Z0  W  S(1+lam)-1  2r^2ln(1/r)  beta=.5: S(1+lam/2)-1  beta=1: S")
for lam in (0.4, 0.6, 1.0, 1.5):
    sol = wide(lam, 0.0, 1.2 * np.exp(-(1 + lam) / lam) / 14, 15.0)
    r = sol['D'][0]
    assert r / sol['T'] > 11
    dev, bound = np.sum(terms(sol)) * (1 + lam) - 1, 2 * r * r * np.log(1 / r)
    devtr, Sf = S_vertex(sol, 0.5) * (1 + 0.5 * lam) - 1, S_vertex(sol, 1.0)
    assert abs(dev) < bound and abs(devtr) < bound and abs(Sf - 1) < 1e-3
    assert sol['Z'][0] < 1 + lam and weight(sol) < 1
    print(f"{lam:.1f} {r:.4f} {sol['Z'][0]:.4f} {weight(sol):.4f} {dev:+.4f} {bound:.4f}"
          f" {devtr:+.4f} {Sf:.5f}")

# worked example with round model parameters
Om, lam, mus, wc, dens, mass = 10.0, 1.0, 0.1, 10.0, 1e28, 2 * C.m_e
meV = 1e-3 * C.e
def top_eig(T):
    w, Kp, Km, base = kernels(lam, T, wc)
    M = pi * T * (Kp - 2 * mus) / w[None, :] * (w / base)[:, None]
    return np.max(np.linalg.eigvals(M).real) - 1
Tc = brentq(top_eig, 0.03, 0.3, xtol=1e-10)
kF = (3 * pi**2 * dens)**(1 / 3)
vF, N0 = C.hbar * kF / mass, mass * kF / (2 * pi**2 * C.hbar**2)
assert abs(2 * N0 * vF**2 / 3 / (dens / mass) - 1) < 1e-12
L0 = np.sqrt(mass / (C.mu_0 * dens * C.e**2)) * 1e9
EF = 0.5 * mass * vF**2 / meV
print(f"example: Omega={Om:.0f} meV, lam={lam}, mu*={mus}, cutoff={wc * Om:.0f} meV")
print(f"n={dens:.1e} m^-3, m={mass / C.m_e:.0f} m_e, kF={kF:.4e} m^-1, vF={vF:.4e} m/s")
print(f"EF={EF:.1f} meV, lam*Omega/EF={lam * Om / EF:.4f}")
print(f"kB Tc={Tc * Om:.4f} meV, Tc={Tc * Om * meV / C.k:.3f} K")
print(f"bare London depth={L0:.2f} nm, times sqrt(1+lam)={L0 * np.sqrt(1 + lam):.2f} nm")
sols, Ss = {}, []
for fr in (0.1, 0.5, 0.9):
    sol = sols[fr] = wide(lam, mus, fr * Tc, wc)
    S, W = np.sum(terms(sol)), weight(sol)
    Sd = doppler(sol, 0.0, 0.0)[0]
    assert abs(Sd / S - 1) < 2e-5
    Ss.append(S)
    print(f"T={fr} Tc: Delta_0={sol['D'][0] * Om:.4f} meV, Z_0={sol['Z'][0]:.4f}, W={W:.4f}")
    print(f"  <1/Z>={S / W:.4f}, S={S:.5f}, Doppler S={Sd:.5f}, lambda_L={L0 / np.sqrt(S):.2f} nm")
assert Ss[0] > Ss[1] > Ss[2] > 0
h = sols[0.5]
for n in range(4):
    print(f"T=0.5 Tc n={n}: w={h['w'][n] * Om:.3f} meV, Delta={h['D'][n] * Om:.4f} meV,"
          f" Z={h['Z'][n]:.4f}, term(+-)={terms(h)[n]:.5f}")
print(f"T=0.5 Tc: remaining terms={np.sum(terms(h)[4:]):.5f}")
c0 = sols[0.1]
r = c0['D'][0]
assert abs(Ss[0] * (1 + lam) - 1) < 2 * r * r * np.log(1 / r)
xi0 = C.hbar * vF / (pi * c0['Z'][0] * r * Om * meV) * 1e9
print(f"1/(1+lam)={1 / (1 + lam):.4f}, S(1+lam)-1={Ss[0] * (1 + lam) - 1:+.4f} at 0.1 Tc")
print(f"r={r:.4f}, r^2 ln(1/r)={r * r * np.log(1 / r):.4f}, 2Delta_0/kBTc={2 * r / Tc:.3f}")
print(f"xi0={xi0:.2f} nm, lambda_L/xi0={L0 / np.sqrt(Ss[0]) / xi0:.2f}")
beta = 0.3
Sv, Sn = S_vertex(c0, beta), doppler(c0, beta, 0.0)[0]
assert abs(Sn / Sv - 1) < 2e-5 and Sv / Ss[0] > 1.1
print(f"beta={beta}, 0.1 Tc: vertex S={Sv:.5f}, Doppler S={Sn:.5f}")
print(f"  1/(1+lam_tr)={1 / (1 + lam * (1 - beta)):.4f}, lambda_L={L0 / np.sqrt(Sv):.2f} nm")
rate = 1.0
gam = rate / (2 * Om)
Si, (Sni, gap) = np.sum(terms(c0, gam)), doppler(c0, 0.0, gam)
assert abs(Sni / Si - 1) < 2e-5 and np.max(np.abs(gap - c0['D'])) < 1e-5 and Si < 0.97 * Ss[0]
mfp = vF * C.hbar / (rate * meV) * 1e9
print(f"hbar/tau={rate:.0f} meV: l={mfp:.1f} nm, gamma/(Z0 Delta0)={gam / (c0['Z'][0] * r):.4f}")
print(f"  S={Si:.5f}, Doppler S={Sni:.5f}, lambda_L={L0 / np.sqrt(Si):.2f} nm")
print("done: every assertion held")
```

Output:

```
BCS T/Delta=0.4: Matsubara sum 0.667354, 1-Yosida 0.667354
ring: lam=1, T=0.03 Omega, cutoff=10 Omega
ring t=4, mu=-2 Omega: max|chi|=0.1215 Omega
  j/q=2.53374 Omega, band formula=2.53374 Omega
ring beta=0: S(t=10)=0.5027, S(t=20)=0.5013, wide 0.5008
ring beta=0.5: S(t=10)=0.6393, S(t=20)=0.6518
  extrapolated 0.6643, vertex equations 0.6678
lam  r=Delta/Omega  Z0  W  S(1+lam)-1  2r^2ln(1/r)  beta=.5: S(1+lam/2)-1  beta=1: S
0.4 0.0418 1.3982 0.9949 -0.0034 0.0111 -0.0021 1.00000
0.6 0.1042 1.5885 0.9830 -0.0079 0.0491 -0.0054 1.00000
1.0 0.2375 1.9378 0.9594 -0.0016 0.1621 -0.0023 1.00000
1.5 0.3908 2.3242 0.9397 +0.0285 0.2870 +0.0186 1.00000
example: Omega=10 meV, lam=1.0, mu*=0.1, cutoff=100 meV
n=1.0e+28 m^-3, m=2 m_e, kF=6.6651e+09 m^-1, vF=3.8580e+05 m/s
EF=846.3 meV, lam*Omega/EF=0.0118
kB Tc=0.7991 meV, Tc=9.273 K
bare London depth=75.15 nm, times sqrt(1+lam)=106.28 nm
T=0.1 Tc: Delta_0=1.5696 meV, Z_0=1.9658, W=0.9686
  <1/Z>=0.5111, S=0.49502, Doppler S=0.49502, lambda_L=106.82 nm
T=0.5 Tc: Delta_0=1.5085 meV, Z_0=1.9647, W=0.8557
  <1/Z>=0.5107, S=0.43698, Doppler S=0.43698, lambda_L=113.69 nm
T=0.9 Tc: Delta_0=0.8513 meV, Z_0=1.9873, W=0.2411
  <1/Z>=0.5044, S=0.12164, Doppler S=0.12164, lambda_L=215.48 nm
T=0.5 Tc n=0: w=1.255 meV, Delta=1.5085 meV, Z=1.9647, term(+-)=0.38473
T=0.5 Tc n=1: w=3.766 meV, Delta=1.4215 meV, Z=1.9311, term(+-)=0.04028
T=0.5 Tc n=2: w=6.276 meV, Delta=1.2717 meV, Z=1.8745, term(+-)=0.00825
T=0.5 Tc n=3: w=8.787 meV, Delta=1.0919 meV, Z=1.8080, term(+-)=0.00239
T=0.5 Tc: remaining terms=0.00133
1/(1+lam)=0.5000, S(1+lam)-1=-0.0100 at 0.1 Tc
r=0.1570, r^2 ln(1/r)=0.0456, 2Delta_0/kBTc=3.928
xi0=26.20 nm, lambda_L/xi0=4.08
beta=0.3, 0.1 Tc: vertex S=0.58284, Doppler S=0.58284
  1/(1+lam_tr)=0.5882, lambda_L=98.44 nm
hbar/tau=1 meV: l=253.9 nm, gamma/(Z0 Delta0)=0.1620
  S=0.43829, Doppler S=0.43829, lambda_L=113.52 nm
done: every assertion held
```
